\section*{Why the Bethe stopping formula turns negative for slow electrons}

\section{Where should the formula be switched off?}

A simulation of electron-beam exposure must decide how to slow an electron down after its energy has fallen to a few hundred electronvolts, and when to stop following it. The convenient choice is one stopping formula from the beam energy down to the cutoff. For a resist with mean excitation energy $I=74$ eV, that choice fixes whether an electron at 50 eV loses energy or gains it.

The formula is the nonrelativistic Bethe expression for electrons. Atomic units are used in the algebra ($\hbar=m=e=1$), $E=v^2/2$ is the kinetic energy, $n$ is the density of target electrons, and $S=-dE/ds$ is positive for a loss:
\begin{equation}
S_{\rm B}(E)=\frac{2\pi n}{E}\ln\frac{cE}{I},\qquad c=\sqrt{\mathrm e/2}=1.166,
\label{bethe}
\end{equation}
where $\mathrm e$ is the base of natural logarithms.

The belief is that (\ref{bethe}) holds at all energies. It has much in its favour: it is derived from quantum mechanics, it is smooth, and it needs one material constant besides the density. Yet the logarithm vanishes at $E_0=I/c=63.5$ eV and is negative below. A target in its ground state has no energy to give, so if $\sigma_j$ is the cross section for losing $W_j$ to one of $N$ targets per volume,
\begin{equation}
S=N\sum_j W_j\,\sigma_j\ge 0,
\label{def}
\end{equation}
because $W_j>0$ and $\sigma_j\ge0$. This holds without any approximation for $\sigma_j$. A negative $S$ must have entered between (\ref{def}) and (\ref{bethe}).

\section{Distant collisions}

Let the electron go from momentum $k=v$ to $k'$, transferring $q$. In the first Born approximation the Coulomb potential $1/r$ has Fourier transform $4\pi/q^2$, so the scattering amplitude has size $(1/2\pi)(4\pi/q^2)=2/q^2$, times the target factor $F_j=\langle j|\sum_a e^{i\mathbf q\cdot\mathbf r_a}|0\rangle$. From $q^2=k^2+k'^2-2kk'\cos\theta$ follows $d\Omega=2\pi q\,dq/(kk')$. With the flux ratio $k'/k$,
\begin{equation}
d\sigma_j=\frac{k'}{k}\,\frac{4}{q^4}|F_j|^2\,\frac{2\pi q\,dq}{kk'}
=\frac{8\pi}{v^2}\frac{dq}{q^3}|F_j|^2 .
\label{born}
\end{equation}

For small $q$, expand the exponential. The constant term vanishes because $|j\rangle$ and $|0\rangle$ are orthogonal, which leaves $|F_j|^2=q^2|X_{j0}|^2$ with $X=\sum_a x_a$ along $\mathbf q$. Define the strength $f_j=2W_j|X_{j0}|^2$; then $W_j|F_j|^2=q^2f_j/2$. For a Hamiltonian with local potentials, $[H,X]=-iP$, where $P$ is the total momentum along $\mathbf q$, and for $Z$ electrons
\begin{equation}
\sum_j f_j=\langle0|[X,[H,X]]|0\rangle=-i\langle0|[X,P]|0\rangle=Z .
\end{equation}
The first equality follows by writing out the double commutator, $2XHX-X^2H-HX^2$, and inserting a complete set of states.

Now a model is needed for larger $q$. Take levels $W_i$ with strengths $f_i$. Each keeps its small-$q$ strength up to $q_i=\sqrt{2W_i}$, where a free electron at rest would recoil with energy $W_i$; beyond that, its electrons are struck as if free. The smallest transfer allowed by energy conservation is $q_{\min}=k-k'=\sqrt{2E}-\sqrt{2(E-W_i)}$. Using $v^2=2E$, the distant part is
\begin{equation}
S_i^{\rm dist}=N\frac{8\pi}{v^2}\frac{f_i}{2}\int_{q_{\min}}^{q_i}\frac{dq}{q}
=\frac{2\pi Nf_i}{E}\ln\frac{q_i}{q_{\min}} .
\end{equation}
With $x=W_i/E$ and $s=\sqrt{1-x}$, the ratio is $q_i/q_{\min}=\sqrt x/(1-s)$. Its square is $(1-s^2)/(1-s)^2=(1+s)/(1-s)$, so
\begin{equation}
\ln\frac{q_i}{q_{\min}}=\frac12\ln\frac{1+s}{1-s}.
\end{equation}
If $W_i>E$, then $k'$ is not real: the level is closed and contributes nothing.

\section{Close collisions}

For a free electron at rest, $|F|^2=1$ and the loss is $t=q^2/2$, so $dt=q\,dq$ and (\ref{born}) gives $d\sigma=\pi\,dt/(Et^2)$. The direct amplitude is thus proportional to $1/t$. The two outgoing electrons have energies $t$ and $E-t$ and cannot be told apart, so the exchanged amplitude is proportional to $1/(E-t)$. Unpolarized spins are triplet with weight $3/4$ (difference of amplitudes) and singlet with weight $1/4$ (sum). The cross term is $-2\cdot\frac34+2\cdot\frac14=-1$ times the product:
\begin{equation}
\frac{d\sigma}{dt}=\frac{\pi}{E}\left[\frac1{t^2}+\frac1{(E-t)^2}-\frac1{t(E-t)}\right].
\end{equation}
The faster electron is called the primary, so $t\le E/2$. The bracket has the form $a^2+b^2-ab$ and is positive.

Multiply by $t$ and use $t/(E-t)^2=E/(E-t)^2-1/(E-t)$. For $W_i<E/2$ the close part is $(\pi Nf_i/E)\,C$, with
\begin{align}
C&=\int_{W_i}^{E/2}\left[\frac1t+\frac{E}{(E-t)^2}-\frac{2}{E-t}\right]dt\nonumber\\
&=\left[\ln t+\frac{E}{E-t}+2\ln(E-t)\right]_{W_i}^{E/2}\nonumber\\
&=2-3\ln2-\ln x-\frac1{1-x}-2\ln(1-x).
\end{align}
For $W_i\ge E/2$ the range is empty and $C=0$. Since $n=NZ$, the two parts add to
\begin{equation}
S=\frac{2\pi n}{E}\sum_{W_i<E}\frac{f_i}{Z}L_i,\qquad
L_i=\frac12\left[\ln\frac{1+s}{1-s}+C\right]>0 .
\label{level}
\end{equation}

\section{How the sign gets lost}

Let $E$ be far above $W_i$, so that $x$ is small. Then $s\simeq1-x/2-x^2/8$, and to first order in the corrections
\begin{align}
\ln\frac{1+s}{1-s}&\simeq\ln\frac{2(1-x/4)}{(x/2)(1+x/4)}\simeq\ln\frac4x-\frac x2,\\
C&\simeq 2-3\ln2-\ln x-(1+x)+2x=1-3\ln2-\ln x+x .
\end{align}
Half the sum is
\begin{equation}
L_i\simeq\frac12\left[\ln\frac{\mathrm e}{2x^2}+\frac x2\right]=\ln\frac{cE}{W_i}+\frac{W_i}{4E}.
\label{limit}
\end{equation}
Drop the last term, sum over all levels, and define $\ln I=\sum_i(f_i/Z)\ln W_i$. The result is (\ref{bethe}).

Two things were assumed: $E\gg W_i$ for every level that matters, and that all those levels are open. When $E$ falls below some $W_i$, (\ref{level}) drops that level. Bethe's formula keeps it, hidden inside $I$, with the term $\ln(cE/W_i)$, which is negative once $E<W_i/c$. An open level cannot supply a negative term, since $W_i<E$ gives $\ln(cE/W_i)>\ln c>0$. The negative sign therefore comes from closed levels.

A target with a single sharp level shows the same thing from the other side. Its Bethe logarithm changes sign at $W/c$, below the threshold $W$, where there is no electronic loss to describe. The trouble at energies where real losses continue needs a spread of levels, with $I$ more than $c$ times the lowest of them. A resist has such a spread: valence electrons respond at tens of electronvolts and core electrons at hundreds.

\section{A resist at 50 eV}

Take PMMA, C$_5$H$_8$O$_2$ per repeat unit, with $Z=54$, molar mass 100.12 g/mol and a rough density of 1.2 g/cm$^3$. Then $n=0.390$ \AA$^{-3}$, and in ordinary units the prefactor $2\pi n$ becomes $K=2\pi ne^4=507.8$ eV$^2$/\AA. The model spectrum has 16 electrons at 80 eV, 14 core electrons at 500 eV, and 24 at a level $W_1$ fixed by $I$:
\begin{equation}
24\ln W_1=54\ln74-16\ln80-14\ln500,
\end{equation}
with energies in eV, which gives $W_1=23.05$ eV.

At 50 eV, $K/E=10.16$ eV/\AA, and Bethe's logarithm splits into
\begin{equation}
\ln\frac{1.1658\times50}{74}=0.4124-0.0938-0.5572=-0.2386
\end{equation}
for the levels at 23, 80 and 500 eV. The last two are closed. Hence $S_{\rm B}=-2.42$ eV/\AA\ ($-24.2$ eV/nm).

In (\ref{level}) the first level alone is open. With $x=0.461$ and $s=0.734$, the distant logarithm is 1.8755 and $C=0.0758$, so $L_1=0.9756$. Then
\begin{equation}
S=10.156\times\frac{24}{54}\times0.9756=4.40\ \text{eV/\AA}\quad(44.0\ \text{eV/nm}).
\end{equation}
The sum $(24/54)L_1=0.434$ is close to the open-level Bethe term, 0.412. Deleting the closed levels restores the sign. That it also recovers most of the magnitude is a feature of this model and not a recipe: for the spring target below, the open-level limit at 50 eV is $\ln(2E/W_1)=1.47$ against a full sum of 0.87.

\begin{center}
\begin{tabular}{rrr}
$E$ (eV) & Bethe (eV/\AA) & levels (eV/\AA)\\
30 & $-12.69$ & 3.95\\
50 & $-2.42$ & 4.40\\
70 & 0.71 & 4.27\\
100 & 2.31 & 4.49\\
172 & 2.94 & 3.72\\
300 & 2.63 & 2.83\\
1000 & 1.40 & 1.41
\end{tabular}
\end{center}

A positive value is no certificate of validity. At 70 eV Bethe's result has the right sign and is one sixth of the level model's. Its maximum follows from $d(E^{-1}\ln(cE/I))/dE=[1-\ln(cE/I)]/E^2=0$, that is $E=\mathrm eI/c=172.5$ eV, and there it is already about 21\% below the level model. Between 260 eV and 10 keV the two agree within 10\% of the level model.

The level model rises again between 70 and 100 eV because the 80 eV level opens. Just above threshold $L_i\simeq s=\sqrt{1-W_i/E}$, which climbs steeply. A real, continuous spectrum would smooth this feature. It also depends on a convention: the model cuts close losses at $E/2$ but counts a distant loss $W_i>E/2$ in full. With the same cut on distant losses the rise moves to 160 eV, where $S$ jumps from 3.0 to 3.8 eV/\AA\ (at 100 eV, $S=3.77$ eV/\AA), and the entry at 30 eV drops to zero, while those at 50 and 70 eV are unchanged.

\section{A target with known quantum states}

The division into distant and close collisions was a model, so the conclusion deserves a target that does not need it. Bind each electron by a spring of frequency $\omega$, and let $a$ be its lowering operator. Along $\mathbf q$, $x=(a+a^\dagger)/\sqrt{2\omega}$. With $\beta=q/\sqrt{2\omega}$,
\begin{equation}
e^{iqx}|0\rangle=e^{-\beta^2/2}e^{i\beta a^\dagger}|0\rangle
=e^{-\beta^2/2}\sum_m\frac{(i\beta)^m}{\sqrt{m!}}|m\rangle ,
\end{equation}
so the $m$-quantum excitation has $|F_m|^2=e^{-u}u^m/m!$ with $u=q^2/2\omega$. Inserting (\ref{born}) in (\ref{def}) and taking out $2\pi n/E$ leaves
\begin{equation}
L_{\rm spring}=\sum_{m\omega<E}2m\omega\int_{k-k'}^{k+k'}\frac{dq}{q^3}\,\frac{e^{-u}u^m}{m!}>0 ,
\end{equation}
where $k'=\sqrt{2(E-m\omega)}$.

Exchange is absent here, so close losses run up to $E$ with weight $1/t$ and contribute $\int_W^E dt/t=-\ln x$ in place of $C$. The expected limit is $\frac12[\ln(4/x)-\ln x]=\ln(2E/\omega)$. At $E=100.5\,\omega$ the full sum gives 5.291 and the limit 5.303; at $20.5\,\omega$ they are 3.649 and 3.714.

Now mix springs with the strengths and energies of the resist levels. At 30 eV the limiting formula gives $\ln(60/74)=-0.210$, while the full Born sum is $+0.173$. The negative sign belongs to the limit and not to the Born approximation.

\section{What the wrong sign does to a trajectory}

Continuous slowing obeys $dE/ds=-S_{\rm B}$. Above $E_0$ the electron loses energy; below it, the electron gains. Near $E_0$ the logarithm is approximately $(E-E_0)/E_0$, so
\begin{equation}
\frac{d(E-E_0)}{ds}\simeq-\frac{K}{E_0^2}(E-E_0),\qquad
\ell=\frac{E_0^2}{K}=\frac{63.47^2}{507.8}=7.9\ \text{\AA}.
\end{equation}
The deviation shrinks by a factor $\mathrm e$ in each length $\ell$. Integrated over 400 \AA, an electron started at 500 eV and one started at 50 eV both end at 63.5 eV. A cutoff set below that energy is never reached from above in accurate integration, and the last 63 eV are never deposited. The level model takes the electron from 500 to 50 eV in 153 \AA.

\section{How far the resist numbers can be trusted}

The value $I=74$ eV is taken as an input. The derivation treats independent targets with a bare Coulomb force; in a solid, $W_i$ and $f_i$ are to be read as positions and weights of the screened energy-loss spectrum, not as the excitations of an isolated molecule. The three sharp levels are a caricature: the real valence losses form a broad band with its main peak somewhat above 20 eV and a weaker part reaching down to several electronvolts, and carbon core losses begin near 290 eV (all rough). The model therefore stops electronic losses at 23 eV, where the real material does not. Moving 4 electrons to 10 eV, with $I$ and the other two groups held fixed, changes $S$ at 50 eV from 4.40 to 4.44 eV/\AA.

Moving the 80 or 500 eV group at fixed $I$ also shifts $W_1$ and changes $S$ by more: the middle group at 60 or 100 eV gives 3.6 or 5.1 eV/\AA, and the core group at 350 or 700 eV gives 3.6 or 5.3 eV/\AA.

The scattering theory adds its own uncertainty. Exchange in distant collisions can be estimated by the Ochkur factor $1-q^2/k^2+q^4/k^4$, which lowers $S$ at 50 eV by 0.65 eV/\AA, or 15\%. The spring target, which changes the momentum dependence and omits exchange, gives 3.93 eV/\AA; the level model without exchange gives 6.0, so the momentum dependence alone accounts for a change of one third. If instead each loss is taken as $W_i+q^2/2$, which keeps the strengths and, without exchange, the limit $\ln(2E/I)$ but opens a level only above $2W_i$, then $S$ at 50 eV is 2.6 eV/\AA\ without exchange and about 2.1 with the Ochkur factor. The Born parameter $1/v$ is 0.52, not small, so higher-order terms may matter as much; they are not computed here. These changes were made one at a time. Combined, they can close the only open level: with losses $W_i+q^2/2$ and the middle group at 60 eV or the core group at 350 eV, $2W_1$ exceeds 50 eV and the sharp-level result is zero. For the main spectrum with each level broadened (Gaussian in $\ln W$ with standard deviation 0.4, $I$ fixed), the variants give 2.4 to 4.6 eV/\AA, apart from the level model without exchange, which stays at 6.0. The figure of 4.4 eV/\AA\ is thus a model estimate, uncertain by at least a factor of about two, and not a stopping table for PMMA. That it cannot be negative is safer than its size, because it rests on (\ref{def}).

Room temperature does not rescue the negative values. Thermal energy is 0.026 eV, far below the electronic losses. Vibrations can return energy, but the amounts are small. For a polar mode the strength $4\pi Nf$ is replaced by $\omega^2(1/\varepsilon_\infty-1/\varepsilon_0)$, with $\varepsilon_\infty$ and $\varepsilon_0$ the permittivities above and below the mode. Let the integral over $dq/q$ run over all allowed transfers, from $k-k'$ to $k+k'$, so that the logarithm is $\ln[(k+k')/(k-k')]$. A 0.2 eV mode with round values 2.2 and 3.5 then gives a loss of 0.0009 eV/\AA\ at 50 eV; the energy returned at 300 K is smaller by the thermal occupation of the mode, about $4\times10^{-4}$, so the net effect is still a loss. A softer mode returns a larger share of what it takes, close to $\exp(-\omega/k_{\rm B}T)$, or 46\% at 0.02 eV. That share is below one, so the net effect remains a loss as long as the electron is far above thermal energy.

For this spectrum, Bethe's formula is a reasonable choice above roughly 260 eV if 10\% agreement with the level model is enough; toward 10 keV, where $E/mc^2$ reaches 0.02, relativistic corrections begin to enter (about 3\% at 10 keV). The switch energy itself depends on the model: it moves to about 210 or 330 eV with the core group at 350 or 700 eV and to about 130 eV with losses $W_i+q^2/2$, Ochkur exchange and $q^2/2$ cut at $E/2$. Without exchange, the limit $\ln(2E/I)$ stays within 10\% of the sum for the same losses only above about 1050 eV, and within 10\% of the spring mixture only above about 560 eV. It is best read as lying roughly between a hundred electronvolts and a kiloelectronvolt, and these models do not fix it more closely. Below the switch, the losses should be resolved by level or taken from the material's measured loss spectrum. At 50 eV a single 23 eV loss removes 46\% of the energy, about once every 5 \AA\ in the model. There even a correct average $S$ describes an individual electron poorly, and sampling separate collisions is the better calculation. The numerical output below lists the values for the main level model and the spring target.

\section*{Numbers as computed}
\begin{verbatim}
Bethe constant sqrt(e/2): 1.1658
mean excitation energy I: 74.0 eV
rough resist density: 1.2 g/cm3
molar mass of C5H8O2: 100.12 g/mol; electrons: 54
electron density n: 0.3898 per cubic angstrom
prefactor 2 pi n e^4: 507.8 eV^2/angstrom
level group: 24 electrons at 23.05 eV
level group: 16 electrons at 80.00 eV
level group: 14 electrons at 500.00 eV
Bethe zero: 63.47 eV
Bethe maximum at 172.5 eV: 2.943 eV/angstrom
level-model maximum at 92.9 eV: 4.518 eV/angstrom
E (eV), Bethe S, level-model S (both eV/angstrom):
      30  -12.6858    3.9478
      50   -2.4234    4.4038
      60   -0.4764    4.3979
      70    0.7099    4.2668
     100    2.3082    4.4928
     172    2.9431    3.7242
     300    2.6290    2.8268
    1000    1.4001    1.4089
   10000    0.2569    0.2571
Bethe within 10 % of level model above: 260 eV
at 50 eV, Bethe S: -24.2 eV/nm
at 50 eV, level-model S: 44.0 eV/nm
Bethe logarithm share at 50 eV, level 23.0 eV: +0.4124
Bethe logarithm share at 50 eV, level 80.0 eV: -0.0938
Bethe logarithm share at 50 eV, level 500.0 eV: -0.5572
sum of shares: -0.2386; open only: +0.4124
level-model logarithm at 50 eV: +0.4336
first correction slope (expected 1/4): 0.2499
spring Born log, E = 20.5 quanta: 3.6491, limit 3.7136
spring Born log, E = 100.5 quanta: 5.2911, limit 5.3033
spring mixture at 30 eV: +0.1730, limit -0.2097
Bethe slowing, 400 angstrom from 500 eV: ends 63.475 eV
Bethe slowing, 400 angstrom from 50 eV: ends 63.475 eV
approach length to the Bethe zero: 7.93 angstrom
level-model path, 500 to 50 eV: 152.6 angstrom
Left out, sized at 50 eV:
  Ochkur exchange, distant part: -0.647 eV/angstrom
  spring momentum dependence, S: 3.930 eV/angstrom
  4 electrons moved to 10 eV (main level 27.24 eV), S: 4.441 eV/angstrom
  vibration 0.2 eV, permittivities 2.2, 3.5, S: 0.00088 eV/angstrom
  Born parameter 1/v: 0.522
  E/mc^2 at 50 eV: 9.8e-05; at 10 keV: 0.0196
  kT at 300 K: 0.0259 eV
  one loss W1 as fraction of E: 0.461
  path per loss W1, W1/S: 5.23 angstrom
\end{verbatim}
